\section*{Percolation threshold of aligned spheroids in Bruggeman's model with fixed depolarisation factors, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation from the balance of grain polarisation}

\subsection{What dimensions and symmetry fix}

A film is a mixture of conducting and insulating grains. Their conductivities are $\sigma_c$ and $\sigma_d$, with $\sigma_c>\sigma_d>0$, and the conductor fills a fraction $f$ of the volume, with $0<f<1$. All grains of both phases are spheroids of one shape, with semi-axes $a,a,c$ and the symmetry axis along $z$. The conductivity $\sigma_i$ of the mixture along axis $i$ can depend on these quantities only through dimensionless groups. Macroscopic conduction contains no length against which the grain size could be measured, so
\begin{equation}
\frac{\sigma_i}{\sigma_c}=F_i\!\left(f,\frac{\sigma_d}{\sigma_c},\frac ca\right).
\end{equation}
The percolation threshold is the value of $f$ at which this ratio changes from zero to a positive number in the limit $\sigma_d/\sigma_c\to0$. It is therefore a pure number that depends on the shape and on the axis, and on neither conductivity.

The model treated here works out each axis separately, and the shape enters through one number, the depolarisation factor $L$ of that axis. The threshold then has the form $f_c=\varphi(L)$. Two extreme shapes fix the ends of this function. Endless columns along the field have $L=0$ and conduct in parallel at any $f>0$, so $\varphi(0)=0$. Wide slabs across the field have $L=1$ and conduct in series, so that any insulator blocks the current and $\varphi(1)=1$. A symmetry between field and current, shown below, adds $\varphi(L)+\varphi(1-L)=1$. These conditions admit $\varphi(L)=L$ but do not single it out. Two derivations now do so.

\subsection{The field inside a polarised grain}

The calculation is the same for permittivities and for steady conductivities, because $\nabla\cdot\mathbf D=0$ and $\nabla\cdot\mathbf J=0$ have the same form. Relative permittivities $\varepsilon$ are used here, with $\mathbf D=\varepsilon\mathbf E$. The host is allowed to have different permittivities $\varepsilon_j$ along the three axes, since that case is needed later.

Let an ellipsoid with semi-axes $a_j$ carry a uniform extra polarisation $\mathbf P$. With $\theta=1$ inside and $\theta=0$ outside, the field obeys
\begin{equation}
\nabla\cdot(\hat\varepsilon\mathbf E+\mathbf P\theta)=0,\qquad \mathbf E=-\nabla\Phi,\qquad \hat\varepsilon=\mathrm{diag}(\varepsilon_j).
\label{source}
\end{equation}
Scaled coordinates $y_j=x_j/a_j$ turn the ellipsoid into the unit ball. The ball can be built from plane layers. For unit vectors $\mathbf u$, with $\mu$ the cosine of the angle between $\mathbf u$ and $\mathbf y$,
\begin{equation}
\int d\Omega_u\,\delta(\mathbf u\cdot\mathbf y)=2\pi\int_{-1}^{1}\delta(|\mathbf y|\mu)\,d\mu=\frac{2\pi}{|\mathbf y|}.
\end{equation}
Apply $-\nabla_y^2/(8\pi^2)$ to both ends. The right side becomes $-\nabla_y^2(1/4\pi|\mathbf y|)=\delta^3(\mathbf y)$. On the left, $|\mathbf u|=1$ turns the Laplacian into a second derivative with respect to $p=\mathbf u\cdot\mathbf y$. Hence
\begin{equation}
\delta^3(\mathbf y)=-\frac1{8\pi^2}\int d\Omega_u\,\delta''(\mathbf u\cdot\mathbf y).
\end{equation}
Integrating this identity over the source points of the ball gives
\begin{equation}
\theta(\mathbf y)=\int d\Omega_u\,h(\mathbf u\cdot\mathbf y),\qquad h(p)=-\frac{A''(p)}{8\pi^2},
\end{equation}
where $A(p)$ is the area of the section of the ball at distance $p$ from its centre. It equals $\pi(1-p^2)$ for $|p|<1$ and zero beyond. Therefore $h=1/(4\pi)$ for $|p|<1$. The slope of $A$ jumps at $|p|=1$, and $h$ has a delta function there.

In the original coordinates $p=\mathbf k\cdot\mathbf x$ with $k_j=u_j/a_j$. One layer has polarisation $\mathbf P\,h(p)$, and its potential depends on $p$ alone. Its field is $-\mathbf k\,\Phi'(p)$, so that (\ref{source}) reads
\begin{equation}
\frac{d}{dp}\left[-(\mathbf k\cdot\hat\varepsilon\mathbf k)\,\Phi'+(\mathbf k\cdot\mathbf P)\,h\right]=0 .
\end{equation}
The bracket is constant, and the constant is zero if the layer has no field outside itself. Adding the layers gives
\begin{equation}
\mathbf E(\mathbf x)=-\int d\Omega_u\,\frac{\mathbf k\,(\mathbf k\cdot\mathbf P)}{\mathbf k\cdot\hat\varepsilon\mathbf k}\,h(\mathbf k\cdot\mathbf x).
\end{equation}
Far from the grain, only directions with $|\mathbf u\cdot\mathbf y|\le1$ contribute. Their solid angle falls as $1/|\mathbf y|$, so this field vanishes at infinity, as the field of an isolated grain must.

At every inner point $|\mathbf u\cdot\mathbf y|<1$ for all $\mathbf u$, and $h$ has the constant value $1/(4\pi)$. The inner field is therefore uniform. Terms that mix two axes cancel between $u_j$ and $-u_j$, which leaves
\begin{equation}
E_i=-\frac{N_iP_i}{\varepsilon_i},\qquad
N_i=\left\langle\frac{\varepsilon_i\,u_i^2/a_i^2}{\sum_j\varepsilon_j\,u_j^2/a_j^2}\right\rangle,
\qquad \sum_iN_i=1,
\label{N}
\end{equation}
where the brackets denote the mean over directions. The sum rule holds because the three numerators add up to the denominator.

In an isotropic host the permittivity cancels from $N_i$, and $N_i$ becomes the geometric depolarisation factor $L_i$. For a spheroid with $s=c/a$, put $u_z=t$. The directional mean becomes an integral over $t$ from 0 to 1:
\begin{equation}
L_z(s)=\int_0^1\frac{t^2\,dt}{t^2+s^2(1-t^2)},\qquad L_x=L_y=\frac{1-L_z}{2}.
\label{Lint}
\end{equation}
For $s>1$ let $q=s^2-1$. The denominator is $s^2-qt^2$, and
\begin{equation}
\frac{t^2}{s^2-qt^2}=\frac1q\left[\frac{s^2}{s^2-qt^2}-1\right],\qquad
\int_0^1\frac{s^2\,dt}{s^2-qt^2}=\frac{s}{\sqrt q}\,\mathrm{artanh}\frac{\sqrt q}{s}.
\end{equation}
Since $(s+\sqrt q)(s-\sqrt q)=1$, the inverse hyperbolic tangent equals $\ln(s+\sqrt q)$. Thus
\begin{equation}
L_z=\frac1{s^2-1}\left[\frac{s\ln\!\left(s+\sqrt{s^2-1}\right)}{\sqrt{s^2-1}}-1\right]\qquad(s>1).
\label{Lclosed}
\end{equation}
For $s<1$ the same steps with $q'=1-s^2$ give $L_z=[1-(s/\sqrt{q'})\arctan(\sqrt{q'}/s)]/q'$. For $s=1$ the integral (\ref{Lint}) is $1/3$.

For $s=3$, $\sqrt{s^2-1}=2.8284$ and the logarithm is 1.7627. The bracket is then $1.8697-1=0.8697$, so that $L_z=0.8697/8=0.1087$ and $L_x=0.4456$. A flat grain with $s=0.25$ has $L_z=0.7036$ and $L_x=0.1482$. A long grain is weakly depolarised along its length, because its surface charges sit far apart at the two ends.

\subsection{Bruggeman's balance}

Consider axis $i$ and drop the index. Bruggeman's symmetric model embeds a grain of either phase in the effective medium itself. The first assumption that matters is made here: for the calculation along this axis the medium is treated as isotropic, with the value $\varepsilon$ that belongs to the axis. The factor is then the geometric $L$, which depends neither on $f$ nor on the contrast between the phases.

A grain of permittivity $\varepsilon_k$ carries the extra polarisation $P=(\varepsilon_k-\varepsilon)E_k$ relative to the medium. With an applied field $E_0$, (\ref{N}) gives
\begin{equation}
E_k=E_0-\frac L\varepsilon(\varepsilon_k-\varepsilon)E_k
\quad\Longrightarrow\quad
E_k=\frac{\varepsilon\,E_0}{\varepsilon+L(\varepsilon_k-\varepsilon)} .
\label{grain}
\end{equation}
The second assumption closes the model. The medium is right if replacing part of it by real grains causes no extra polarisation on average. With a weight $f_k$ equal to $f$ for the conductor and to $1-f$ for the insulator,
\begin{equation}
\sum_{k=c,d}f_k\,\frac{\varepsilon_k-\varepsilon}{\varepsilon+L(\varepsilon_k-\varepsilon)}=0 .
\label{balance}
\end{equation}
This is a mean-field condition, because each grain sees the average medium in place of its actual neighbours. It also gives the right averages. The first form of (\ref{grain}) and the balance give $\langle E\rangle=E_0$. Writing $\varepsilon_k=\varepsilon+(\varepsilon_k-\varepsilon)$ then gives $\langle D\rangle=\varepsilon\langle E\rangle$, which defines an effective permittivity.

For steady currents replace $\varepsilon$ by $\sigma$. The symmetry between field and current appears when (\ref{balance}) is written in terms of the resistivities $\rho=1/\sigma$ and $\rho_k=1/\sigma_k$:
\begin{equation}
\frac{\sigma_k-\sigma}{\sigma+L(\sigma_k-\sigma)}
=\frac{\rho-\rho_k}{(1-L)\rho_k+L\rho}
=-\frac{\rho_k-\rho}{\rho+(1-L)(\rho_k-\rho)} .
\end{equation}
The resistivities obey the same balance with $L$ replaced by $1-L$. In this mirror problem the insulator, with fraction $1-f$, has the large value. If one threshold separates $\sigma\sim\sigma_c$ from $\sigma\sim\sigma_d$, it must occur at $f=\varphi(L)$ and also at $1-f=\varphi(1-L)$. Adding these gives the relation stated at the start. In particular, $\varphi(1/2)=1/2$.

This part has derived the field inside a polarised grain, the depolarisation factors and Bruggeman's balance, whose symmetry between field and current relates the thresholds for $L$ and $1-L$. It remains to solve the balance for the threshold, to derive the result again from the growth of resistivity, and to examine how it changes when the medium is no longer treated as isotropic.
